# Fermi Energy of Uncompensated Donors in the Freeze-Out Regime

An n-type semiconductor contains \(N_d\) identical donors per volume and no acceptors. On cooling, the electrons return from the conduction band to the donors; this is freeze-out. The problem is to find how the Fermi energy \(E_F\) depends on temperature there, and when that answer can be trusted.

Energies are measured from the conduction-band edge, so a donor electron has energy \(-\varepsilon\), with \(\varepsilon>0\). The donors are independent, and each holds at most one electron, in a level with two spin states. The depth \(\varepsilon\) and the band masses do not depend on temperature. Holes are neglected. The abbreviations are

\[
\eta=\frac{E_F}{kT},\qquad \delta=\frac{\varepsilon}{kT}.
\]

## (a) Electrons in the band

**The band has \(M\) equivalent ellipsoidal valleys with masses \(m_l,m_t,m_t\). Find the electron density for \(E_F\) well below the band edge, and the first correction from Fermi statistics.**

For \(e^{\eta}\ll1\) the occupation of a state of energy \(E\) can be expanded:

\[
\frac{1}{e^{E/kT-\eta}+1}=e^{\eta-E/kT}-e^{2(\eta-E/kT)}+\dots
\]

With two spins and \(M\) valleys, the first term gives a product of three Gaussian integrals, one for each axis:

\[
\int_{-\infty}^{\infty}\frac{dk_i}{2\pi}\,e^{-\hbar^2k_i^2/2m_ikT}
=\left(\frac{m_ikT}{2\pi\hbar^2}\right)^{1/2}.
\]

Hence \(n=N_ce^{\eta}\), with the effective density

\[
N_c=2\left(\frac{mkT}{2\pi\hbar^2}\right)^{3/2},\qquad m=M^{2/3}(m_lm_t^2)^{1/3}.
\]

The second term contains \(e^{-2E/kT}\), which is the same integral at half the temperature. It is therefore smaller by \(2^{-3/2}\), and

\[
n=N_c\left(e^{\eta}-2^{-3/2}e^{2\eta}+\dots\right).
\]

## (b) Ionised donors

**Find the density \(N^+\) of positively charged donors.**

An empty donor has statistical weight 1. An occupied one has weight \(e^{(E_F+\varepsilon)/kT}\) for each spin direction. The probability of being empty is 1 divided by the sum of the weights, so

\[
N^+=\frac{N_d}{1+w},\qquad w=2e^{\eta+\delta}.
\]

Here \(w\) is the ratio of neutral to ionised donors.

## (c) The Fermi energy in freeze-out

**Use charge neutrality to find \(E_F(T)\) when nearly all donors are neutral.**

Without acceptors, neutrality reads \(n=N^+\). In freeze-out \(w\gg1\), so \(N^+\approx N_d/w\), and

\[
N_ce^{\eta}=\frac{N_d}{2}\,e^{-\eta-\delta}
\quad\Longrightarrow\quad
e^{2\eta}=\frac{N_d}{2N_c}\,e^{-\delta}.
\]

Taking the logarithm and multiplying by \(kT/2\) gives

\[
E_F=-\frac{\varepsilon}{2}+\frac{kT}{2}L,\qquad L=\ln\frac{N_d}{2N_c}.
\]

The electron density follows from \(n^2=N_c^2e^{2\eta}\):

\[
n_0=\left(\frac{N_cN_d}{2}\right)^{1/2}e^{-\delta/2}.
\]

The index 0 marks the uncompensated case. As \(T\to0\), \(L\) grows only as \(\ln(1/T)\), so \(TL\to0\) and \(E_F\) tends to the midpoint \(-\varepsilon/2\) between donor level and band edge. Away from zero temperature, \(E_F\) lies above the midpoint if \(N_c<N_d/2\) and below it if \(N_c>N_d/2\): a band with few effective states needs a higher Fermi energy to hold the electrons that the donors release.

## (d) The turning point

**Find the value of \(N_c\) at which \(E_F\) is stationary, and decide whether it is a maximum.**

Since \(N_c\propto T^{3/2}\), we have \(dL/dT=-3/(2T)\). The product rule gives

\[
\frac{dE_F}{dT}=\frac{k}{2}L+\frac{kT}{2}\left(-\frac{3}{2T}\right)
=\frac{k}{2}\left(L-\frac32\right).
\]

The slope vanishes at \(L=3/2\), that is at \(N_d/(2N_c)=e^{3/2}\):

\[
\boxed{N_c(T^*)=\frac{N_d}{2e^{3/2}}}
\]

The second derivative is

\[
\frac{d^2E_F}{dT^2}=\frac{k}{2}\left(-\frac{3}{2T}\right)=-\frac{3k}{4T}<0,
\]

so the freeze-out curve is concave and has this one maximum. The 2 comes from the donor spin weight, and the \(3/2\) in the exponent from the power of \(T\) in \(N_c\). At \(N_c=N_d/2\), where the logarithm vanishes, \(E_F\) is already falling with slope \(-\tfrac34k\) and merely crosses the midpoint.

## (e) Temperature, height and electron density

**Find \(T^*\), the shape of the curve, and the electron density at the maximum. When is the freeze-out assumption consistent there?**

Insert \(N_c\) from part (a) into the boxed condition, divide by 2 and raise to the power \(2/3\):

\[
\frac{mkT^*}{2\pi\hbar^2}=\frac1e\left(\frac{N_d}{4}\right)^{2/3}
\quad\Longrightarrow\quad
kT^*=\frac{2\pi\hbar^2}{e\,m}\left(\frac{N_d}{4}\right)^{2/3},
\]

where \(e=2.718\ldots\) is Euler's number. The depth \(\varepsilon\) does not enter. Because \(L=\tfrac32-\tfrac32\ln(T/T^*)\), the whole curve is

\[
E_F=-\frac{\varepsilon}{2}+\frac34kT\left(1-\ln\frac{T}{T^*}\right).
\]

At the maximum \(E_F=-\varepsilon/2+\tfrac34kT^*\), and the curve returns to the midpoint at \(T=eT^*\).

With \(\delta^*=\varepsilon/kT^*\) and \(N_c=N_d/(2e^{3/2})\), the density \(n_0\) becomes

\[
n^*=\left(\frac{N_d^2}{4e^{3/2}}\right)^{1/2}e^{-\delta^*/2}
=\frac{N_d}{2}\,e^{-3/4-\delta^*/2}.
\]

Freeze-out needs \(n^*\ll N_d\), and Boltzmann statistics needs \(n^*/N_c=e^{3/4-\delta^*/2}\ll1\). Both hold if \(\varepsilon\gg kT^*\). The depth thus decides whether the result is valid, but not where the maximum lies.

## (f) How accurate is the condition?

**Find the leading correction to \(L=3/2\) when \(\delta\) is large but finite.**

Two small terms were dropped: the 1 in \(1+w\), and the Fermi correction of part (a). With both kept to first order, neutrality is

\[
N_ce^{\eta}\left(1-2^{-3/2}e^{\eta}\right)w\left(1+\frac1w\right)=N_d.
\]

Take the logarithm, with \(\ln w=\ln2+\eta+\delta\) and \(1/w=\tfrac12e^{-\eta-\delta}\):

\[
2\eta+\delta=L+R,\qquad R=2^{-3/2}e^{\eta}-\tfrac12e^{-\eta-\delta}.
\]

Therefore \(E_F=-\varepsilon/2+\tfrac12kT(L+R)\), and zero slope requires

\[
L-\frac32+R+T\frac{dR}{dT}=0.
\]

In the small term \(R\) the uncorrected \(\eta=(L-\delta)/2\) suffices. From \(T\,dL/dT=-3/2\) and \(T\,d\delta/dT=-\delta\),

\[
T\frac{d\eta}{dT}=\frac{\delta}{2}-\frac34,\qquad
T\frac{d(\eta+\delta)}{dT}=-\frac{\delta}{2}-\frac34 .
\]

Hence

\[
R+T\frac{dR}{dT}=2^{-3/2}e^{\eta}\left(\frac14+\frac{\delta}{2}\right)
-\frac12e^{-\eta-\delta}\left(\frac74+\frac{\delta}{2}\right).
\]

At the maximum \(\eta\approx\tfrac34-\delta/2\), so

\[
L-\frac32=e^{-\delta/2}\left[\frac{e^{-3/4}}{2}\left(\frac74+\frac{\delta}{2}\right)
-\frac{e^{3/4}}{2^{3/2}}\left(\frac14+\frac{\delta}{2}\right)\right].
\]

For \(\delta=20\) the bracket is \(2.775-7.672=-4.897\). Multiplied by \(e^{-10}=4.540\times10^{-5}\), this gives \(-2.223\times10^{-4}\). A numerical solution of the full balance, with the Fermi integral and the complete donor sum, gives \(-2.23\times10^{-4}\), in agreement to about 0.1%. Within the one-electron model the boxed condition is thus very accurate already for moderately deep donors.

## (g) A few acceptors

**Let \(N_a\ll N_d\) acceptors each capture one electron. Which \(N_a\) is small enough for the maximum to stay in place?**

Neutrality is now \(n+N_a=N^+\). In freeze-out \(N^+\approx N_d/w\), which equals \(n_0^2/n\), so

\[
n(n+N_a)=n_0^2.
\]

For \(N_a\ll n_0\) the positive root is \(n\approx n_0-N_a/2\). Since \(E_F=kT\ln(n/N_c)\), the Fermi energy is lowered by \(kTN_a/(2n_0)\). From part (c), \(T\,d\ln n_0/dT=\tfrac34+\delta/2\), and therefore

\[
\frac{d}{dT}\left(-\frac{kTN_a}{2n_0}\right)
=-\frac{kN_a}{2n_0}\left(1-\frac34-\frac{\delta}{2}\right)
=\frac{kN_a}{2n_0}\left(\frac{\delta}{2}-\frac14\right).
\]

Near \(T^*\) the uncompensated slope is \(-\tfrac34k\,\Delta T/T^*\). The sum of the two slopes vanishes at

\[
\frac{\Delta T}{T^*}=\frac{N_a}{n^*}\left(\frac{\delta^*}{3}-\frac16\right).
\]

This linear formula treats \(n_0\) as constant over the shift, which needs \(\delta^*\Delta T/T^*\ll1\), that is \(N_a\ll n^*/\delta^{*2}\). For larger \(N_a\), use the full uncompensated slope \(\tfrac k2(L-\tfrac32)=-\tfrac34k\ln(T/T^*)\) and take \(n_0\) and \(\delta\) at the maximum itself:

\[
\ln\frac{T}{T^*}=\frac{N_a}{n_0(T)}\left(\frac{\delta}{3}-\frac16\right),\qquad N_a\ll n_0(T).
\]

The right side falls as \(T\) rises, so \(\ln(T/T^*)\) stays below the value given by the linear formula. The condition \(N_a\ll n^*kT^*/\varepsilon\) is therefore sufficient for the maximum to stay close to \(T^*\). It is not necessary: for \(\delta^*\gg1\), \(n_0\) grows by a large factor within a small relative rise of \(T\), so the shift grows only logarithmically with \(N_a\). For \(N_a=n^*\) the formula gives \(T/T^*=1.34\) at \(\delta^*=20\), 1.18 at \(\delta^*=60\) and 1.026 at \(\delta^*=708\). Such an \(N_a\) thus leaves the maximum nearly in place only when \(\delta^*\) is of the order of hundreds. But \(N_a\ll N_d\) is not enough, because \(n^*\) is itself exponentially smaller than \(N_d\).

In the opposite limit \(n\ll N_a\), the acceptors fix \(N^+=N_a\). The ratio of neutral to ionised donors is then \((N_d-N_a)/N_a=w\), which gives

\[
E_F=-\varepsilon+kT\ln\frac{N_d-N_a}{2N_a}.
\]

The curve now starts at the donor level instead of the midpoint, and for \(N_d>3N_a\) it rises linearly for as long as \(n\ll N_a\).

## (h) A second electron on the donor

**Suppose a neutral donor can bind a second electron with energy \(0\le\varepsilon_2<\varepsilon\), in a spin singlet. What happens to the maximum?**

The doubly occupied state has weight \(e^{2\eta+\delta+u}\), with \(u=\varepsilon_2/kT\). While most donors are neutral, dividing the weights by that of the neutral state gives

\[
N^+\approx\frac{N_d}{2}e^{-\eta-\delta},\qquad N^-\approx\frac{N_d}{2}e^{\eta+u}.
\]

Neutrality without acceptors is \(n+N^-=N^+\). Dividing by \(N_d/2\),

\[
e^{\eta}\left(\frac{2N_c}{N_d}+e^{u}\right)=e^{-\eta-\delta},
\]

so that

\[
E_F=-\frac{\varepsilon}{2}-\frac{kT}{2}\ln(a+b),\qquad a=\frac{2N_c}{N_d},\quad b=e^{u}.
\]

With \(T\,da/dT=\tfrac32a\) and \(T\,db/dT=-ub\),

\[
\frac{dE_F}{dT}=-\frac{k}{2}\left[\ln(a+b)+\frac{\tfrac32a-ub}{a+b}\right].
\]

Since \(a>0\), \(\ln(a+b)>\ln b=u\), while \(ub/(a+b)\le u\). The bracket is positive at every \(T>0\), so \(E_F\) falls steadily from its zero-temperature value \(-(\varepsilon+\varepsilon_2)/2\). There is no maximum. The reason is that

\[
\frac{N^-}{n}=\frac{N_d}{2N_c}\,e^{u}=e^{3/2+u}\quad\text{at }T^*,
\]

so the released electrons sit mainly on other donors and not in the band. The maximum of part (d) therefore presupposes that a second electron is not bound. For the boxed condition this alone is not enough. If the doubly occupied state is unbound, \(u\) is negative in the formulas above, and both \(b\) and \(|u|b\) must be much smaller than \(a=e^{-3/2}\) at \(T^*\). The second electron must thus be unbound by many \(kT^*\); otherwise the maximum moves to a lower temperature.

## (i) Numbers for a silicon-like case

**Evaluate the result for \(N_d=3\times10^{16}\ \mathrm{cm^{-3}}\), \(\varepsilon=45\) meV and six valleys with masses 0.92 and 0.19 electron masses. Judge its relevance to real material.**

These are rough values in the regime of phosphorus in silicon. They give \(m=1.061\) electron masses and \(N_c=2.744\times10^{19}\ \mathrm{cm^{-3}}\) at 300 K. The condition and the \(T^{3/2}\) law yield

\[
N_c(T^*)=\frac{3\times10^{16}}{8.963}=3.347\times10^{15}\ \mathrm{cm^{-3}},
\]

\[
T^*=300\ \mathrm K\left(\frac{3.347\times10^{15}}{2.744\times10^{19}}\right)^{2/3}=0.738\ \mathrm K .
\]

Here \(kT^*=0.0636\) meV, and the Fermi energy is \(-22.500+0.75\times0.0636=-22.452\) meV. The full balance of the same model gives the same values. It also shows how flat the maximum is:

| \(T/T^*\) | \(E_F\) (meV) |
|---|---|
| 0.5 | −22.460 |
| 1 | −22.452 |
| 2 | −22.471 |
| 2.718 | −22.500 |
| 4 | −22.574 |

The electron density is the weak point. With \(\delta^*=707.7\),

\[
\log_{10}\frac{n^*}{\mathrm{cm^{-3}}}=\log_{10}(1.5\times10^{16})-\frac{0.75+353.9}{2.303}=-137.8 .
\]

No crystal of any size would contain a free electron. With even one acceptor in the sample, \(n\ll N_a\) near \(T^*\), and by part (g) \(E_F\) then rises linearly there instead of having a maximum. The maximum is a formal property of the model here, not something to measure.

Real silicon breaks the assumptions well before this point. For a rough \(N_a=10^{14}\ \mathrm{cm^{-3}}\), the balance has its maximum at about 37 K, with \(E_F\approx-31\) meV and \(N_c\approx1.2\times10^{18}\ \mathrm{cm^{-3}}\), some 350 times the boxed value. This figure is an estimate. It leaves out excited donor levels, roughly 12 meV above the ground level, and at 37 K (\(kT\approx3.2\) meV) each such state has a relative weight of about \(e^{-3.8}\approx0.02\). Phosphorus in silicon has five such orbitals, with a total weight of about 0.1, and they lower the peak by about 0.3 K. It also leaves out the Coulomb energy between charged donors and acceptors, which is about 4 meV at the typical donor spacing \(N_d^{-1/3}=32\) nm and so comparable with \(kT\). A second electron bound by a rough 2 meV hardly moves this compensated peak (36.5 instead of 36.6 K). Without acceptors, however, it puts \(E_F\) at \(-23.50\) meV at \(T^*\). That is 1.05 meV below the one-electron value, whereas the whole rise to the maximum is only 0.048 meV.

Donor independence can be judged from the transfer energy between two hydrogen-like donors. It is estimated here by the matrix element of one donor's attraction between the two orbitals; the overlap of the orbitals, which lowers the prefactor, is neglected. In units of the donor radius \(a_d\), with orbitals \(e^{-r}/\sqrt\pi\) at distance \(\rho\), use elliptic coordinates \(\mu=(r_a+r_b)/\rho\) and \(\nu=(r_a-r_b)/\rho\):

\[
\int\frac{e^{-r_a-r_b}}{\pi r_a}dV
=\frac{\rho^2}{2}\int_1^\infty\! d\mu\int_{-1}^{1}\! d\nu\,(\mu-\nu)e^{-\rho\mu}
=(1+\rho)e^{-\rho}.
\]

The energy unit is \(2\varepsilon\), so \(t=2\varepsilon(1+\rho)e^{-\rho}\). For relative permittivity 11.7, \(a_d=1.37\) nm. The mean nearest-donor distance is 17.8 nm, so \(\rho=13.0\) and \(t\approx0.04\,kT^*\). This isotropic estimate is too favourable for silicon. Far from the donor, the part of the orbital from one valley decays along an axis of mass \(m_i\) over the length \(\hbar/\sqrt{2m_i\varepsilon}\), which is 2.1 nm for the light mass. With this length in place of \(a_d\), \(\rho\approx8.4\) and \(t\) is of the order of \(kT^*\). Donor independence is therefore doubtful at \(T^*\) already at this density, and closer pairs couple more strongly still.

Heavier doping raises \(T^*\) and \(n^*\), but also \(t\). With \(\varepsilon\) held at 45 meV, \(N_d=10^{18}\ \mathrm{cm^{-3}}\) gives \(T^*=7.6\) K and \(n^*\approx10^{2.5}\ \mathrm{cm^{-3}}\), but \(t\approx12\,kT^*\) even with the isotropic radius. At this distance (\(\rho\approx4\)) the neglected overlap matters: half the exact bonding–antibonding splitting of two hydrogenic centres is about \(7\,kT^*\), still well above \(kT^*\). For \(\rho=13.0\) and 8.4 at the lower density it is 0.03 and \(1.9\,kT^*\). In this silicon-like series, the donors have ceased to be independent by the time the free-electron density becomes meaningful. The remaining values are in the numerical output.

## Numbers as computed

```
Inputs (rough values, regime of phosphorus in silicon)
donor density = 3.0e+16 cm^-3
donor depth = 45.0 meV
valleys = 6, masses = 0.92, 0.19 electron masses
density-of-states mass = 1.0614 electron masses
Nc at 300 K = 2.744e+19 cm^-3
Maximum in the uncompensated one-electron donor model
2 exp(3/2) = 8.9634
Nc at maximum, formula = 3.3470e+15 cm^-3
Nc at maximum, full balance = 3.3470e+15 cm^-3
T of maximum, formula = 0.73786 K
T of maximum, full balance = 0.73786 K
kT at maximum = 0.06358 meV
E_F at maximum, formula = -22.45231 meV
E_F at maximum, full balance = -22.45231 meV
rise above midpoint = 0.04769 meV
depth / kT at maximum = 707.7
log10(free density / cm^-3) = -137.8
Curve: T/T_peak, T (K), E_F (meV)
  0.2500  0.1845  -22.47155
  0.5000  0.3689  -22.45963
  1.0000  0.7379  -22.45231
  2.0000  1.4757  -22.47073
  2.7183  2.0057  -22.50000
  4.0000  2.9514  -22.57369
E_F at 300 K = -176.6 meV
Correction test at depth / kT = 20
ln(Nd/2Nc) - 3/2, full balance = -2.226e-04
ln(Nd/2Nc) - 3/2, formula = -2.223e-04
Neglected effects for the example
weak compensation test: Na / n_peak = 1.272e-07
  relative shift of T, full balance = 2.972e-05
  relative shift of T, formula = 2.998e-05
acceptors, rough ordinary value = 1.0e+14 cm^-3
  T of displaced maximum = 36.56 K
  E_F there = -30.82 meV
  Nc there = 1.167e+18 cm^-3
  T of it with second electron allowed = 36.51 K
second-electron binding, rough = 2.0 meV
  E_F at T_peak, no acceptors = -23.50000 meV
  log10(negative donors / free) = 14.3
relative permittivity, rough = 11.7
donor radius = 1.367 nm
mean nearest-donor distance = 17.83 nm
excited donor level, rough = 12 meV above ground
  that energy / kT at maximum = 189
band gap, rough = 1170 meV
  (gap - depth) / kT at maximum = 17693
band degeneracy: E_F / kT at maximum = -353.1
Nd (cm^-3), T_peak (K), log10 n_peak (cm^-3), transfer/kT
  3e+16  0.738  -137.8  0.0433
  1e+17  1.646  -52.5  1
  1e+18  7.642  2.5  12
```
